\section*{Reaction-Coordinate Mapping of a Brownian Bath and Its Lindblad Limit}

\section{A lossy mode as part of the system}

An emitter of energy $1.6$ eV, weakly coupled to a cavity mode of energy $2$ eV and linewidth $0.2$ eV, should be in its ground state at room temperature. If the coupling keeps its counter-rotating terms and the loss is described by the usual Lindblad terms, the computed steady state has an excited population of $1.3\%$, provided the emitter has no other decay channel. Eliminating the mode by a Markovian master equation is no general remedy: at stronger coupling the mode's memory may outlast the emitter's own dynamics. One needs to know which damped mode represents the environment faithfully, and what is lost when its damping is made Markovian.

\subsection{What the system sees of its bath}

Set $\hbar=1$ and $\beta=1/k_BT$. A system with Hamiltonian $H_S$ couples through a Hermitian operator $s$ to unit-mass oscillators:
\begin{equation}
H=H_S+\frac12\sum_j\Big[p_j^2+\omega_j^2\Big(x_j-\frac{c_js}{\omega_j^2}\Big)^2\Big].
\label{star}
\end{equation}
Expanding the square gives the coupling $-sB$, with $B=\sum_jc_jx_j$, and the counter-term $\lambda s^2$. Define
\begin{equation}
J_S(\omega)=\frac{\pi}{2}\sum_j\frac{c_j^2}{\omega_j}\delta(\omega-\omega_j),\qquad
\lambda=\sum_j\frac{c_j^2}{2\omega_j^2}=\frac1\pi\int_0^\infty\frac{J_S}{\omega}\,d\omega .
\label{js}
\end{equation}
Initially the state is $\rho_S$ times the Gibbs state of the bath with $s=0$. In the Dyson series for the reduced state, the bath enters through averages of products of $B(t)$. Since $B$ is linear in the oscillators and the state is Gaussian, Wick's theorem reduces them to
\begin{equation}
C(t)=\langle B(t)B(0)\rangle=\frac1\pi\int_0^\infty J_S\Big[\coth\frac{\beta\omega}{2}\cos\omega t-i\sin\omega t\Big]d\omega .
\label{corr}
\end{equation}
This follows from $\langle x_j(t)x_j(0)\rangle=[\coth(\beta\omega_j/2)\cos\omega_jt-i\sin\omega_jt]/(2\omega_j)$. Two Gaussian environments with the same $C$ and $\lambda$ thus give the same reduced dynamics, however strong the coupling.

\subsection{From the damped mode to the Brownian density}

Now let $s$ couple to one mode $X$, which is coupled to a residual bath:
\begin{align}
H={}&H_S+\frac{P^2}{2}+\frac{\Omega^2}{2}\Big(X-\frac{\kappa s}{\Omega^2}\Big)^2\nonumber\\
&+\frac12\sum_k\Big[\pi_k^2+\nu_k^2\Big(q_k-\frac{d_kX}{\nu_k^2}\Big)^2\Big].
\label{rc}
\end{align}
The residual density is $J_R=(\pi/2)\sum_k(d_k^2/\nu_k)\delta(\nu-\nu_k)=\gamma\nu$ up to a cutoff $\Lambda$, which finally goes to infinity.

At $s=0$ the oscillator part of (\ref{rc}) is a positive quadratic form. An orthogonal transformation to normal modes $x_j$ gives $X=\sum_jU_jx_j$, so $\kappa X=\sum_jc_jx_j$ with $c_j=\kappa U_j$. This is the coupling in (\ref{star}), and the joint Gibbs state of mode and residual bath becomes the product Gibbs state of the normal modes.

To find $J_S$, apply a force $F$ to $X$ at $s=0$. The equations of motion are
\begin{equation}
\ddot X=-\Omega^2X+\sum_kd_k\Big(q_k-\frac{d_kX}{\nu_k^2}\Big)+F,\qquad
\ddot q_k=-\nu_k^2q_k+d_kX .
\end{equation}
For time dependence $e^{-izt}$, $\mathrm{Im}\,z>0$, the second gives $q_k=d_kX/(\nu_k^2-z^2)$. In the first we need
\begin{equation}
\frac1{\nu_k^2-z^2}-\frac1{\nu_k^2}=\frac{z^2}{\nu_k^2(\nu_k^2-z^2)} .
\end{equation}
With $X=\chi F$ this yields
\begin{equation}
\frac1{\chi(z)}=\Omega^2-z^2-z^2\sum_k\frac{d_k^2}{\nu_k^2(\nu_k^2-z^2)} .
\label{chi}
\end{equation}
For the Ohmic bath the sum is $(2\gamma/\pi)\int_0^\Lambda d\nu/(\nu^2-z^2)$. For $\Lambda\to\infty$, extend the even integrand to the whole line and close the contour above; the pole at $\nu=z$ gives $i\pi/(2z)$ for the half-line integral. Hence, at $z=\omega+i0$,
\begin{equation}
\chi(\omega)=\frac1{\Omega^2-\omega^2-i\gamma\omega}.
\label{chiohm}
\end{equation}
In normal modes the same response is $\kappa^2\chi(z)=\sum_jc_j^2/(\omega_j^2-z^2)$. For $\omega>0$ its imaginary part is $\sum_jc_j^2\,\pi\delta(\omega-\omega_j)/(2\omega_j)=J_S$. Therefore
\begin{equation}
J_S(\omega)=\kappa^2\,\mathrm{Im}\,\chi=\frac{\kappa^2\gamma\omega}{D(\omega)},\quad
D=(\Omega^2-\omega^2)^2+\gamma^2\omega^2 .
\label{brown}
\end{equation}
At $z=0$ the same identity gives $\sum_jc_j^2/\omega_j^2=\kappa^2\chi(0)=\kappa^2/\Omega^2$, so
\begin{equation}
\lambda=\frac{\kappa^2}{2\Omega^2},
\label{lambda}
\end{equation}
the $s^2$ term already present in (\ref{rc}). The two Hamiltonians agree, counter-terms included, at any cutoff; the Brownian form needs $\Lambda\to\infty$. Nothing so far requires $\gamma<2\Omega$.

With $X=(b+b^\dagger)/\sqrt{2\Omega}$ and $\kappa=g\sqrt{2\Omega}$, the mode terms are $\Omega b^\dagger b-gs(b+b^\dagger)+(g^2/\Omega)s^2$, up to a constant. For a cavity mode coupled to a dipole in the length form, the last term is that mode's dipole self-energy. It is a constant if $s^2=1$. A model that omits it must do so in both pictures.

\subsection{The inverse map and the residual counter-term}

Given a $J_S$ for which both integrals in (\ref{moments}) below are finite, form
\begin{equation}
K(z)=\frac2\pi\int_0^\infty\frac{\omega'J_S(\omega')}{\omega'^2-z^2}\,d\omega'=\kappa^2\chi(z).
\end{equation}
As $z\to i\infty$, $\chi\to-1/z^2$; at $z=0$, $\chi=1/\Omega^2$. These limits give
\begin{equation}
\kappa^2=\frac2\pi\int_0^\infty\omega J_S\,d\omega,\qquad
\frac{\kappa^2}{\Omega^2}=\frac2\pi\int_0^\infty\frac{J_S}{\omega}\,d\omega .
\label{moments}
\end{equation}
For a Drude density, $J_S\propto\omega/(\omega^2+\omega_c^2)$, the first integral diverges, and no mode with finite $\kappa$ can be extracted in this way.

The imaginary part of (\ref{chi}) at $\omega+i0$ is $-J_R(\omega)$, by the same delta-function rule as above. Since $1/\chi=\kappa^2/K$ and $\mathrm{Im}\,K=J_S$,
\begin{equation}
J_R(\omega)=-\mathrm{Im}\frac{\kappa^2}{K}=\frac{\kappa^2J_S(\omega)}{|K(\omega+i0)|^2}.
\end{equation}
The last form holds where $K\ne0$. If $J_S$ has a gap, $K$ can vanish inside it; the residual bath then has a discrete mode at that frequency, a delta peak in $J_R$ that the last form misses. For (\ref{brown}), $|K|^2=\kappa^4/D$, and $J_R=\gamma\omega$ returns. A principal-value evaluation from $J_S$ alone reproduces this at four frequencies.

The residual counter-term keeps the mode stable at any cutoff. Without it, static elimination of the $q_k$ leaves the stiffness $\Omega^2-\sum_kd_k^2/\nu_k^2=\Omega^2-2\gamma\Lambda/\pi$, which is negative once $\Lambda>\pi\Omega^2/2\gamma$. For $\Omega=2$ eV, $\gamma=0.2$ eV and $\Lambda=40$ eV this is $4-5.09<0$: the oscillators are unstable. Diagonalization confirms a negative lowest eigenvalue, $-0.91$ eV$^2$.

At finite $\Lambda\gg|\omega|$, the missing part of the integral, about $1/\Lambda$, changes $-\omega^2$ in (\ref{chiohm}) to $-(1-2\gamma/\pi\Lambda)\omega^2$, a small change of effective mass. With $k_BT=1$ eV, the largest error of $C(t)$ relative to $C(0)$ falls from $1.2\%$ to $0.6\%$ when the cutoff doubles from $40$ to $80$ eV.

The momentum variance of the mode has no limit. At zero temperature $\langle P^2\rangle=\pi^{-1}\int\omega^2\,\mathrm{Im}\,\chi\,d\omega$, whose integrand tends to $\gamma/(\pi\omega)$, so it grows as $(\gamma/\pi)\ln\Lambda$. Doubling a large cutoff should add $0.0441$ eV; from $1280$ to $2560$ eV the computed rise is $0.0440$ eV. The system couples to $X$, whose correlations stay finite.

The initial state also matters. The mode and its residual bath start in their joint Gibbs state, which is correlated. A product of separate thermal states is a different preparation and does not reproduce the stationary $C(t)$ until a transient lasting a few $1/\gamma$ has decayed.

\subsection{The correlation function}

Take $\gamma<2\Omega$ from here on, and let $\zeta=\sqrt{\Omega^2-\gamma^2/4}$. Because $J_S$ is odd when continued to negative frequency, (\ref{corr}) becomes
\begin{equation}
C(t)=\frac1{2\pi}\int_{-\infty}^\infty J_S(\omega)\Big[\coth\frac{\beta\omega}{2}+1\Big]e^{-i\omega t}d\omega .
\label{full}
\end{equation}
For $t>0$ close the contour below, which gives $-2\pi i$ times the residues. Write
\begin{equation}
J_S=\frac{\kappa^2}{2i}\Big[\frac1{\Omega^2-\omega^2-i\gamma\omega}-\frac1{\Omega^2-\omega^2+i\gamma\omega}\Big].
\end{equation}
Only the first fraction has poles below, at $\omega_\pm=\pm\zeta-i\gamma/2$. Its denominator is $-(\omega-\omega_+)(\omega-\omega_-)$, so the residues of $J_S$ are $\mp\kappa^2/(4i\zeta)$. The two poles contribute
\begin{equation}
\pm\frac{\kappa^2}{4\zeta}\Big[\coth\frac{\beta\omega_\pm}{2}+1\Big]e^{-i\omega_\pm t}.
\end{equation}
As $\omega_-=-\omega_+^*$, the two $\coth$ terms are complex conjugates. The remaining poles, from $\coth$, lie at $-i\nu_k$ with $\nu_k=2\pi k/\beta$, $k\ge1$, and have residue $2/\beta$. In total
\begin{align}
C(t)={}&\frac{\kappa^2}{2\zeta}e^{-\gamma t/2}\Big\{\mathrm{Re}\Big[\coth\frac{\beta(\zeta-i\gamma/2)}{2}\,e^{-i\zeta t}\Big]-i\sin\zeta t\Big\}\nonumber\\
&-\frac{2\kappa^2\gamma}{\beta}\sum_{k\ge1}\frac{\nu_ke^{-\nu_kt}}{(\Omega^2+\nu_k^2)^2-\gamma^2\nu_k^2}.
\label{closed}
\end{align}

\subsection{The matched Lindblad mode}

Replace the residual bath by Markovian loss:
\begin{align}
\dot\rho={}&-i[H_S+\lambda s^2+\zeta a^\dagger a-g_Ls(a+a^\dagger),\rho]\nonumber\\
&+\gamma(N+1)\mathcal D[a]\rho+\gamma N\mathcal D[a^\dagger]\rho,
\label{lind}
\end{align}
where $\mathcal D[c]\rho=c\rho c^\dagger-\frac12\{c^\dagger c,\rho\}$, $g_L=\kappa/\sqrt{2\zeta}$ and $N=1/(e^{\beta\zeta}-1)$. With $X=(a+a^\dagger)/\sqrt{2\zeta}$ and $P=-i\sqrt{\zeta/2}\,(a-a^\dagger)$, the mean values obey
\begin{equation}
\dot X=P-\frac\gamma2X,\qquad \dot P=-\zeta^2X-\frac\gamma2P+\kappa s .
\end{equation}
Differentiate the first and insert $P=\dot X+\gamma X/2$:
\begin{equation}
\ddot X+\gamma\dot X+\Big(\zeta^2+\frac{\gamma^2}4\Big)X=\ddot X+\gamma\dot X+\Omega^2X=\kappa s .
\end{equation}
This is the response (\ref{chiohm}), including its static limit, so $\lambda$ is still the right counter-term.

For $s=0$ and the mode in its stationary state, $a$ evolves with $e^{-i\zeta t-\gamma t/2}$, and the regression theorem gives
\begin{equation}
C_L(t)=g_L^2e^{-\gamma t/2}\big[(2N+1)\cos\zeta t-i\sin\zeta t\big].
\label{cl}
\end{equation}
The loss in (\ref{lind}) can be represented by linear coupling to a thermal white-noise field, which is Gaussian; the system therefore sees only $C_L$ and $\lambda s^2$. A direct solution for $s=\sigma_z$ with coupling $0.3\,\Omega$ agrees with the dephasing computed from $C_L$.

The imaginary parts of (\ref{closed}) and (\ref{cl}) coincide. To compare the noise, let $S(\omega)=\int C(t)e^{i\omega t}dt$. For $\omega>0$, $S(\omega)$ drives downward transitions of a weakly coupled system and $S(-\omega)$ upward ones. From (\ref{full}), $S(\pm\omega)=J_S[\coth(\beta\omega/2)\pm1]$. The Lindblad spectrum is
\begin{equation}
S_L(\omega)=g_L^2\gamma\Big[\frac{N+1}{A_-}+\frac N{A_+}\Big],\quad
A_\pm=(\omega\pm\zeta)^2+\frac{\gamma^2}4 .
\end{equation}
Since $A_\pm=\omega^2+\Omega^2\pm2\omega\zeta$, we have $A_++A_-=2(\omega^2+\Omega^2)$ and $A_+A_-=(\omega^2+\Omega^2)^2-4\omega^2\zeta^2=D$. Thus
\begin{align}
S_L(\omega)-S_L(-\omega)&=\frac{4g_L^2\gamma\omega\zeta}{D}=2J_S(\omega),\\
S_L(\omega)+S_L(-\omega)&=\frac{2(2N+1)g_L^2\gamma(\omega^2+\Omega^2)}{D}.
\end{align}
Dividing the sum by its true value $2J_S\coth(\beta\omega/2)$ gives the noise ratio
\begin{equation}
R(\omega)=\frac{\coth(\beta\zeta/2)}{\coth(\beta\omega/2)}\,\frac{\omega^2+\Omega^2}{2\zeta\omega}.
\label{ratio}
\end{equation}
Half the sum minus half the difference is $S_L(-\omega)=2J_Sn_{\rm eff}$, with
\begin{equation}
n_{\rm eff}(\omega)=\frac12\Big[(2N+1)\frac{\omega^2+\Omega^2}{2\zeta\omega}-1\Big].
\label{neff}
\end{equation}
The true bath has the thermal $n(\omega)=1/(e^{\beta\omega}-1)$ in this place.

\subsection{When the approximation holds}

\paragraph{Finite times.} Put $x=\beta\zeta/2$ and $y=\beta\gamma/4$. Then
\begin{equation}
\coth(x-iy)=\frac{\sinh2x+i\sin2y}{\cosh2x-\cos2y}.
\end{equation}
Relative to $\coth x=\sinh2x/(\cosh2x-1)$, the imaginary part is at most $2y/\sinh2x\le y/x=\gamma/2\zeta$. The real part differs relatively by at most $(1-\cos2y)/(\cosh2x-1)\le(\gamma/2\zeta)^2$. The Matsubara sum in (\ref{closed}) is largest at $t=0$. For $\gamma\ll\Omega$ it is of order $\kappa^2\gamma/\Omega^2$ at low temperature, where it becomes an integral, and no larger than order $\kappa^2\gamma k_BT/\Omega^3$ at high temperature. Since $C(0)$ is of order $\kappa^2/\Omega$ and $\kappa^2k_BT/\Omega^2$ respectively, $C_L-C$ is $O(\gamma/\Omega)$ relative to $C(0)$ at every temperature. The worst errors found at three temperatures are $8.2\%$, $4.4\%$ and $2.3\%$ for $\gamma/\Omega=0.2$, $0.1$ and $0.05$.

For bounded $s$ this controls the state. Expand the reduced evolution in $\Delta C=C_L-C$. Each insertion contains two commutator-like actions of $s$, with norm at most $4\|s\|^2|\Delta C|$; between insertions the true unitary evolution does not increase the trace norm. Summing the series,
\begin{equation}
\|\Delta\rho_S(t)\|_1\le\exp\Big[2\|s\|^2t^2\max|\Delta C|\Big]-1 .
\label{bound}
\end{equation}
Let $g$ and $\gamma$ scale as $\epsilon\Omega$ at fixed temperature, and $t$ as $1/(\epsilon\Omega)$. Then $\max|\Delta C|=O(\epsilon^3)$ in units of $\Omega^2$, and the error vanishes as $O(\epsilon)$. This is the sense in which the damped coordinate becomes a Lindblad mode. A near-resonant matter oscillator, for which $s$ is unbounded and (\ref{bound}) does not apply, shows the same trend: the largest error in its number of quanta is $0.014$, $0.0066$ and $0.0032$ for $\epsilon=0.1$, $0.05$ and $0.025$, while the number itself reaches about $0.14$.

\paragraph{Long times.} The bound (\ref{bound}) grows with time and says nothing about steady states. At weak coupling these are set by the upward and downward rates, for a two-level system by their ratio alone, so they need $R\simeq1$ at the transition frequencies and, where small excited populations matter, also $n_{\rm eff}\simeq n$. At zero temperature, with $\delta=\omega-\Omega$ and small $\gamma/\Omega$ and $\delta/\Omega$, (\ref{neff}) gives
\begin{equation}
n_{\rm eff}\simeq\frac{\delta^2}{4\Omega^2}+\frac{\gamma^2}{16\Omega^2}.
\label{floor}
\end{equation}
Downward rates are then accurate if $\gamma,|\delta|\ll\Omega$. Upward rates ask for more: $n(\Omega)$ must far exceed (\ref{floor}), and $n(\omega)$ must hardly vary over the detuning, which at low temperature means $|\delta|\ll k_BT$. Strong coupling spreads the dressed transitions over a range of order $g\|s\|\sqrt{2N+1}$, which grows with the thermal occupation of the mode. This range should meet the same conditions as $|\delta|$; that requirement is an estimate.

\subsection{A lossy cavity at room temperature}

Take $\Omega=2$ eV, $\gamma=0.2$ eV, $g=0.1$ eV and $T=300$ K, so $k_BT=0.02585$ eV. These are model parameters. Then $\kappa^2=2\Omega g^2=0.04$ eV$^3$ and $\lambda=g^2/\Omega=5$ meV. The matched mode has $\zeta=\sqrt{4-0.01}=1.9975$ eV and $g_L=0.10006$ eV. Its energy decays in $\hbar/\gamma=3.29$ fs.

For the $1.6$ eV emitter, $N$ is negligible and
\begin{equation}
n_{\rm eff}=\frac12\Big[\frac{1.6^2+2^2}{2(1.9975)(1.6)}-1\Big]=0.0131 .
\end{equation}
In weak coupling the upward and downward rates are in the ratio $n_{\rm eff}:(n_{\rm eff}+1)$, so the excited population is $n_{\rm eff}/(1+2n_{\rm eff})=0.0128$. The steady state of (\ref{lind}), with the coupling reduced to $0.002$ eV, gives the same value; at the full coupling of $0.1$ eV higher orders raise it to about $0.014$. The independence of the coupling assumes that the mode is the emitter's only decay channel. An additional decay rate $\Gamma_0$ lowers the population to $2J_Sn_{\rm eff}/[2J_S(1+2n_{\rm eff})+\Gamma_0]$, which for a $1$ ns lifetime is $0.011$ at $0.002$ eV and tends to zero as the coupling vanishes. In the limit of vanishing coupling the true thermal population is about $10^{-27}$; at $0.002$ eV the counter-rotating terms mix in about $[0.002/(1.6+2)]^2\simeq3\times10^{-7}$, still far below the Lindblad value. Yet the total noise is only $2.6\%$ too large, since $R=1.026$: the downward rate is good and the upward rate is wholly spurious. At $1$ eV the ratio is $1.25$ and $n_{\rm eff}=0.126$. Even at $\omega=\Omega$ there remains $n_{\rm eff}=6.3\times10^{-4}$, the second term of (\ref{floor}).

Zero frequency is worse. For $s=\sigma_z$ the coherence decays as $\exp[-4\int_0^t(t-t')\,\mathrm{Re}\,C(t')\,dt']$, hence at long times with rate $2S(0)$. As $\omega\to0$, $J_S\to\kappa^2\gamma\omega/\Omega^4$ and $\coth(\beta\omega/2)\to2k_BT/\omega$, while $A_\pm\to\Omega^2$. The rates are
\begin{align}
\Gamma&=\frac{4\kappa^2\gamma k_BT}{\Omega^4}=\frac{4(0.04)(0.2)(0.02585)}{16}=5.2\times10^{-5}\ \mathrm{eV},\\
\Gamma_L&=\frac{2g_L^2\gamma(2N+1)}{\Omega^2}=1.0\times10^{-3}\ \mathrm{eV}.
\end{align}
The Lindblad rate is $19$ times too large, because it keeps the mode's vacuum noise at a frequency where the true bath has only thermal noise. In the opposite limit, $k_BT\gg\Omega$, $2N+1\simeq2k_BT/\zeta$ and $\Gamma_L/\Gamma\to\Omega^2/(2\zeta^2)$: for weak damping the Lindblad rate is then half the true one. Raising the temperature is no general cure for an off-resonant error: at high temperature $R\to(\omega^2+\Omega^2)/(2\zeta^2)$, which differs from one. For $\omega$ well below $\Omega$, $R$ passes through one on the way, but at a temperature that depends on $\omega$ ($k_BT\approx0.52$ eV at zero frequency, $0.41$ eV at $1.6$ eV). When such transitions matter, keeping the residual bath with its frequency-dependent noise removes the error; the remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mode energy Omega = 2.000 eV
damping gamma = 0.200 eV
coupling g = 0.100 eV
temperature = 300 K, kT = 0.025852 eV
kappa^2 = 0.04000 eV^3
counter-term g^2/Omega = 0.005000 eV
Lindblad frequency zeta = 1.997498 eV
Lindblad coupling g_L = 0.100063 eV
energy decay time 1/gamma = 3.2911 fs
inverse map: kappa^2 = 0.040000 eV^3
inverse map: Omega = 2.000000 eV
inverse map: max |J_R/(gamma w)-1| = 4.0e-15
cutoff 40 eV, kT 1 eV: C error/C(0) = 0.01175
cutoff 80 eV, kT 1 eV: C error/C(0) = 0.00587
no residual counter-term, cutoff 40 eV: lowest stiffness = -0.9055 eV^2
momentum variance rise, cutoff 40 to 80 eV = 0.04147 eV
momentum variance rise, cutoff 1280 to 2560 eV = 0.04402 eV
large-cutoff law (gamma/pi) ln 2 = 0.04413 eV
300 K, w = 1.0 eV: noise ratio R = 1.251565, n_eff = 0.125783
300 K, w = 1.6 eV: noise ratio R = 1.026284, n_eff = 0.013142
300 K, w = 2.0 eV: noise ratio R = 1.001252, n_eff = 0.000626
300 K, w = 2.4 eV: noise ratio R = 1.017940, n_eff = 0.008970
300 K, w = 3.0 eV: noise ratio R = 1.084690, n_eff = 0.042345
(gamma/(4 Omega))^2 = 0.000625
true thermal n(Omega) at 300 K = 2.52e-34
true dephasing rate, s=sigma_z = 5.1704e-05 eV
Lindblad dephasing rate = 1.0013e-03 eV
dephasing ratio = 19.365
emitter energy = 1.6 eV, weak coupling = 0.002 eV
Lindblad steady excited population = 0.012806
population from n_eff = 0.012805
true weak-coupling thermal population = 1.32e-27
gamma/Omega = 0.20: worst C error/C(0), three temperatures = 0.08236
gamma/Omega = 0.10: worst C error/C(0), three temperatures = 0.04439
gamma/Omega = 0.05: worst C error/C(0), three temperatures = 0.02306
scaling eps = 0.100: matter quanta error = 0.01429, max quanta = 0.14107
scaling eps = 0.050: matter quanta error = 0.00660, max quanta = 0.14214
scaling eps = 0.025: matter quanta error = 0.00315, max quanta = 0.14467
\end{verbatim}
